# Wannier functions of a one-dimensional crystal: hopping elements and gauge freedom: a program that tests the result

```python
"""Wannier functions of the chain V(x) = -V0 cos(2 pi x/a), Hartree units.
Definition side: w_R = (1/N) sum_k exp(-ikR) psi_k on a real-space grid; overlaps
and <w|H|w> by quadrature with a finite-difference H.
Formula side: Fourier coefficients of eps(k) (ODE shooting, Gauss-Legendre).
Tested: lattice sums, Bloch and Wannier orthonormality, inversion, translation,
H elements in four gauges, gauge convolution, aliasing, band mixing, sign."""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import mathieu_a, mathieu_b, jv
from sympy import finite_diff_weights

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
a, V0, N, M, NG = 7.5, 0.2, 20, 64, 12      # M grid points per cell, |G| <= NG g
alpha, beta, A0 = 1.0, np.pi / 6, 0.05
g, h = 2 * np.pi / a, a / M
G = g * np.arange(-NG, NG + 1)
offs = list(range(-5, 6))
fd = finite_diff_weights(2, offs, 0)
d1 = [float(c) / h for c in fd[1][-1]]
d2 = [float(c) / h**2 for c in fd[2][-1]]
TOL = 1e-9    # finite-difference and round-off level
TOLS = 1e-8   # shooting level

def pw(k, A=0.0):
    off = -V0 / 2 * np.ones(2 * NG)
    e, c = np.linalg.eigh(np.diag((k + G + A)**2 / 2) + np.diag(off, 1) + np.diag(off, -1))
    if c[:, 0].sum() < 0:
        c[:, 0] *= -1                       # band 1: psi_k(0) > 0
    return e[:2], c[:, :2]

def setup(n, A=0.0):
    k = 2 * np.pi * np.arange(-n // 2 + 1, n // 2 + 1) / (n * a)
    x = -n * a / 2 + h * np.arange(n * M)
    eps, psi = np.zeros((2, n)), np.zeros((2, n, n * M), complex)
    for j, kj in enumerate(k):
        eps[:, j], c = pw(kj, A)
        psi[:, j] = c.T @ np.exp(1j * np.outer(kj + G, x)) / np.sqrt(a)
    return k, x, eps, psi

def wannier(k, psi):                        # rows: R = 0, a, 2a, ...
    return np.exp(-1j * np.outer(a * np.arange(len(k)), k)) @ psi / len(k)

def applyH(f, x, A=0.0):
    D1 = sum(c * np.roll(f, -o, axis=-1) for c, o in zip(d1, offs))
    D2 = sum(c * np.roll(f, -o, axis=-1) for c, o in zip(d2, offs))
    return -D2 / 2 - 1j * A * D1 + (A**2 / 2 - V0 * np.cos(g * x)) * f

def braket(u, v):
    return h * u.conj() @ v.T

def half_trace(E):
    def rhs(x, y):
        q = 2 * (-V0 * np.cos(g * x) - E)
        return [y[1], q * y[0], y[3], q * y[2]]
    y = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853", rtol=1e-11, atol=1e-13).y[:, -1]
    return (y[0] + y[3]) / 2

ER = np.pi**2 / (2 * a**2)
q = V0 / (2 * ER)
E1bot, E1top, E2bot = ER * mathieu_a(0, q), ER * mathieu_b(1, q), ER * mathieu_a(1, q)

def shoot(k):
    return brentq(lambda E: half_trace(E) - np.cos(k * a), E1bot - 0.005, E1top + 0.005, xtol=1e-13)

k, x, eps, psi = setup(N)
R = a * np.arange(N)
I = np.eye(N)
P = np.exp(1j * np.outer(R, k))
assert abs(P @ P.conj().T - N * I).max() < 1e-11 and abs(P.conj().T @ P - N * I).max() < 1e-11
allpsi = psi.reshape(2 * N, -1)
assert abs(braket(allpsi, allpsi) - N * np.eye(2 * N)).max() < 1e-10
half = [shoot(2 * np.pi * j / (N * a)) for j in range(N // 2 + 1)]
es = np.array([half[abs(j)] for j in range(-N // 2 + 1, N // 2 + 1)])
assert abs(es - eps[0]).max() < TOLS
assert abs(half[0] - E1bot) < TOLS and abs(half[-1] - E1top) < TOLS
assert abs(eps[1, -1] - E2bot) < TOLS
Hform = (P * es) @ P.conj().T / N           # (1/N) sum_k e^{ik(R-R')} eps(k)

print(f"a = {a} bohr = {a*ANG:.3f} angstrom, V0 = {V0} Ha, N = {N}")
print(f"grid points per cell = {M}, plane waves = {2*NG+1}, 1 Ha = {EV:.4f} eV")
print(f"E_R = pi^2/(2a^2) = {ER:.6f} Ha, Mathieu q = {q:.6f}")
print(f"band 1 bottom eps(0) = {half[0]:.8f} Ha, top eps(pi/a) = {half[-1]:.8f} Ha")
print(f"band 1 width = {half[-1]-half[0]:.8f} Ha = {(half[-1]-half[0])*EV:.4f} eV")
print(f"band 2 bottom = {E2bot:.8f} Ha, gap = {E2bot-E1top:.6f} Ha")

rng = np.random.default_rng(1)
gauges = {"real": 0 * k, "sin": alpha * np.sin(k * a), "wind": k * a,
          "random": rng.uniform(0, 2 * np.pi, N)}
W0 = wannier(k, psi[0])
cell = (abs(x) < a / 2 - h / 4) + 0.5 * (abs(abs(x) - a / 2) < h / 4)
Ws, Hs = {}, {}
print(f"gauge theta = alpha sin(ka): alpha = {alpha}")
for name, th in gauges.items():
    pg = np.exp(1j * th)[:, None] * psi[0]
    W = wannier(k, pg)
    Hm = braket(W, applyH(W, x))
    errS, errH = abs(braket(W, W) - I).max(), abs(Hm - Hform).max()
    assert errS < 1e-11 and errH < TOLS
    assert max(abs(W[n] - np.roll(W[0], n * M)).max() for n in range(N)) < 1e-11
    assert abs(P.T @ W - pg).max() < 1e-11                     # inversion
    assert abs((P @ np.exp(1j * th) / N) @ W0 - W[0]).max() < 1e-11   # convolution
    Ws[name], Hs[name] = W, Hm
    rho = abs(W[0])**2
    xc = h * (x * rho).sum()
    print(f"{name}: t(0) = {Hm[0,0].real:.9f} Ha, t(a) = {Hm[0,1].real:.9f} Ha")
    print(f"  home-cell weight = {h*(cell*rho).sum():.3f}, max err S {errS:.0e}, H {errH:.0e} Ha")
    if name != "random":
        print(f"  centre = {round(xc, 6)+0.0:.4f} bohr, rms width = {np.sqrt(h*((x-xc)**2*rho).sum()):.4f} bohr")
for name in gauges:
    assert abs(Hs[name] - Hs["real"]).max() < TOL
    assert name == "real" or abs(Ws[name][0] - W0[0]).max() > 0.05   # w does change
assert abs(Ws["wind"][0] - W0[-1]).max() < 1e-11
assert abs(sum(jv(-n, alpha) * W0[n % N] for n in range(-30, 31)) - Ws["sin"][0]).max() < 1e-11
assert abs(W0[0].imag).max() < 1e-11 and abs(W0[0][1:] - W0[0][:0:-1]).max() < 1e-11
i0 = N * M // 2
print(f"real gauge: w0(0) = {W0[0][i0].real:.5f}, w0(a) = {W0[0][i0+M].real:.5f} bohr^-1/2")
print("J_0, J_1, J_2 (alpha) = " + ", ".join(f"{jv(n, alpha):.5f}" for n in range(3)))

# Brillouin-zone integral by Gauss-Legendre, and aliasing
s, wq = np.polynomial.legendre.leggauss(120)
kq = (s + 1) * np.pi / (2 * a)
eq = np.array([pw(kk)[0][0] for kk in kq])
tinf = lambda n: 0.5 * (wq * eq * np.cos(n * kq * a)).sum()
t = Hs["real"][0]
assert abs(t.imag).max() < TOL and abs(t[1:] - t[:0:-1]).max() < TOL
for n in range(5):
    assert abs(t[n] - tinf(n)) < TOL
    print(f"t({n}a): quadrature {t[n].real:.9f}, k-sum {Hform[0,n].real:.9f}, integral {tinf(n):.9f} Ha")
print(f"t(a) = {t[1].real*EV:.5f} eV, 4|t(a)| = {4*abs(t[1]):.8f} Ha, t(2a)/t(a) = {(t[2]/t[1]).real:.5f}")
k4, x4, e4, p4 = setup(4)
W4 = wannier(k4, p4[0])
t4 = braket(W4, applyH(W4, x4))[0]
for n in range(4):
    assert abs(t4[n] - sum(tinf(n + 4 * m) for m in range(-6, 7))) < TOL
print(f"N=4: t(a) = {t4[1].real:.9f} Ha, t_inf(a)+t_inf(3a) = {tinf(1)+tinf(3):.9f} Ha")
print(f"N=4: t_inf(5a) = {tinf(5):.9f} Ha")

# cosine series at an off-mesh point
ko = 0.37 * np.pi / a
eo = shoot(ko)
series = lambda m: t[0].real + 2 * sum(t[n].real * np.cos(n * ko * a) for n in range(1, m + 1))
assert abs(series(9) - eo) < TOLS
print(f"k = 0.37 pi/a = {ko:.6f} bohr^-1, shooting eps = {eo:.8f} Ha")
for m in (1, 2, 3, 9):
    print(f"  series to n={m}: {series(m):.8f} Ha, error {series(m)-eo:.1e} Ha")

# two bands
def blocks(U):
    pt = np.einsum("kmn,mkx->nkx", U, psi)
    W = np.concatenate([wannier(k, pt[0]), wannier(k, pt[1])])
    assert abs(braket(W, W) - np.eye(2 * N)).max() < 1e-11
    assert abs(W[N + 3] - np.roll(W[N], 3 * M)).max() < 1e-11
    HR = braket(W, applyH(W, x)).reshape(2, N, 2, N)[:, 0]     # [m, n, R]
    Hk = np.einsum("kpm,pk,kpn->kmn", U.conj(), eps, U)
    assert abs(HR - np.einsum("Rk,kmn->mnR", P.conj(), Hk) / N).max() < TOL
    assert abs(np.linalg.eigvalsh(np.einsum("Rk,mnR->kmn", P, HR)).T - eps).max() < 20 * TOL
    return HR
H_id = blocks(np.tile(np.eye(2, dtype=complex), (N, 1, 1)))
c, sn = np.cos(beta), np.sin(beta)
H_rot = blocks(np.tile(np.array([[c, -sn], [sn, c]], complex), (N, 1, 1)))
H_ran = blocks(np.linalg.qr(rng.normal(size=(N, 2, 2)) + 1j * rng.normal(size=(N, 2, 2)))[0])
t1, t2 = H_id[0, 0], H_id[1, 1]
assert abs(H_id[0, 1]).max() < TOL
assert abs(H_rot[0, 0] - (c**2 * t1 + sn**2 * t2)).max() < TOL
assert abs(H_rot[0, 1] - c * sn * (t2 - t1)).max() < TOL
assert abs(H_rot[0, 0, 1] - t1[1]) > 1e-3                      # not invariant
for Hx in (H_rot, H_ran):
    assert abs(Hx[0, 0] + Hx[1, 1] - t1 - t2).max() < TOL
print(f"band 2: t2(0) = {t2[0].real:.8f} Ha, t2(a) = {t2[1].real:.8f} Ha")
print(f"beta = pi/6 = {beta:.6f} rad, cos^2 = {c*c:.2f}, sin^2 = {sn*sn:.2f}, sin cos = {c*sn:.6f}")
for n in (0, 1):
    print(f"R={n}a: H11 = {H_rot[0,0,n].real:.8f}, H22 = {H_rot[1,1,n].real:.8f}, H12 = {H_rot[0,1,n].real:.8f} Ha")
    print(f"R={n}a: trace rotated = {(H_rot[0,0,n]+H_rot[1,1,n]).real:.8f}, t1+t2 = {(t1[n]+t2[n]).real:.8f} Ha")

# constant vector potential fixes the sign of the Fourier exponent
kA, xA, eA, pA = setup(N, A0)
WA = wannier(kA, np.exp(1j * gauges["random"])[:, None] * pA[0])
tA = braket(WA, applyH(WA, xA, A0))[0]
assert abs(tA - P.conj() @ eA[0] / N).max() < TOL
assert abs(tA - P @ eA[0] / N).max() > 1e-3
for n in range(5):
    assert abs(tA[n] - tinf(n) * np.exp(1j * A0 * n * a)) < TOL
assert abs(tA[-1] - tA[1].conjugate()) < TOL
print(f"A = {A0} bohr^-1, A a = {A0*a:.4f} rad")
print(f"t_A(a): Re = {tA[1].real:.9f} Ha, Im = {tA[1].imag:.9f} Ha")
print(f"arg[t_A(a)/t(a)] = {np.angle(tA[1]/t[1]):.6f} rad")
print("ALL CHECKS PASSED")
```

Printed output:

```
a = 7.5 bohr = 3.969 angstrom, V0 = 0.2 Ha, N = 20
grid points per cell = 64, plane waves = 25, 1 Ha = 27.2114 eV
E_R = pi^2/(2a^2) = 0.087730 Ha, Mathieu q = 1.139863
band 1 bottom eps(0) = -0.05067140 Ha, top eps(pi/a) = -0.02462081 Ha
band 1 width = 0.02605059 Ha = 0.7089 eV
band 2 bottom = 0.17142178 Ha, gap = 0.196043 Ha
gauge theta = alpha sin(ka): alpha = 1.0
real: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.986, max err S 5e-15, H 1e-13 Ha
  centre = 0.0000 bohr, rms width = 1.4457 bohr
sin: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.581, max err S 2e-15, H 1e-13 Ha
  centre = 0.0000 bohr, rms width = 5.4968 bohr
wind: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.007, max err S 4e-15, H 1e-13 Ha
  centre = -7.5000 bohr, rms width = 1.4457 bohr
random: t(0) = -0.038427441 Ha, t(a) = -0.006474886 Ha
  home-cell weight = 0.059, max err S 2e-15, H 1e-13 Ha
real gauge: w0(0) = 0.55141, w0(a) = -0.01192 bohr^-1/2
J_0, J_1, J_2 (alpha) = 0.76520, 0.44005, 0.11490
t(0a): quadrature -0.038427441, k-sum -0.038427441, integral -0.038427441 Ha
t(1a): quadrature -0.006474886, k-sum -0.006474886, integral -0.006474886 Ha
t(2a): quadrature 0.000386258, k-sum 0.000386258, integral 0.000386258 Ha
t(3a): quadrature -0.000037191, k-sum -0.000037191, integral -0.000037191 Ha
t(4a): quadrature 0.000004332, k-sum 0.000004332, integral 0.000004332 Ha
t(a) = -0.17619 eV, 4|t(a)| = 0.02589954 Ha, t(2a)/t(a) = -0.05965
N=4: t(a) = -0.006512648 Ha, t_inf(a)+t_inf(3a) = -0.006512078 Ha
N=4: t_inf(5a) = -0.000000559 Ha
k = 0.37 pi/a = 0.154985 bohr^-1, shooting eps = -0.04403067 Ha
  series to n=1: -0.04357042 Ha, error 4.6e-04 Ha
  series to n=2: -0.04409924 Ha, error -6.9e-05 Ha
  series to n=3: -0.04402925 Ha, error 1.4e-06 Ha
  series to n=9: -0.04403067 Ha, error -3.0e-11 Ha
band 2: t2(0) = 0.23903657 Ha, t2(a) = 0.03860418 Ha
beta = pi/6 = 0.523599 rad, cos^2 = 0.75, sin^2 = 0.25, sin cos = 0.433013
R=0a: H11 = 0.03093856, H22 = 0.16967057, H12 = 0.12014544 Ha
R=0a: trace rotated = 0.20060913, t1+t2 = 0.20060913 Ha
R=1a: H11 = 0.00479488, H22 = 0.02733441, H12 = 0.01951981 Ha
R=1a: trace rotated = 0.03212930, t1+t2 = 0.03212930 Ha
A = 0.05 bohr^-1, A a = 0.3750 rad
t_A(a): Re = -0.006024931 Ha, Im = -0.002371573 Ha
arg[t_A(a)/t(a)] = 0.375000 rad
ALL CHECKS PASSED
```
